# How a Zeeman gap reduces the thermal conductivity of ferromagnetic magnons: a numerical check

```python
"""
Heat conduction by ferromagnetic magnons with energy gap + D k^2 and a
constant mean free path. Result under test:
  kappa = mfp kB^3 T^2 / (6 pi^2 hbar D) * J(d),   d = gap/(kB T),
  J(d) = integral_0^inf y c(y+d) dy
       = d^2 Li1(e^-d) + 4 d Li2(e^-d) + 6 Li3(e^-d),   J(0) = 6 zeta(3),
where c(x) = x^2 e^x/(e^x-1)^2 is the heat capacity of one mode over kB,
D the exchange stiffness and mfp the mean free path. The ratio wanted is
J(1)/J(0). Magnon number is not conserved (zero chemical potential).
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad

kB, hbar, e_charge = const.k, const.hbar, const.e
muB = const.physical_constants["Bohr magneton"][0]
meV = 1e-3 * e_charge

# Rough parameters typical of yttrium iron garnet at low temperature
T = 2.0                      # K
D_meV_nm2 = 5.3              # meV nm^2
D = D_meV_nm2 * meV * 1e-18  # J m^2
mfp = 10e-6                  # m
g_factor = 2.0
mu0_Ms = 0.25                # T
B_aniso = 0.02               # T
lattice = 1.24e-9            # m
v_sound = 4200.0             # m/s
thermal = kB * T


def mode_heat(x):
    """Heat capacity of one boson mode divided by kB."""
    return (0.5 * x / np.sinh(0.5 * x)) ** 2


def Li(s, d):
    return float(mp.re(mp.polylog(s, mp.exp(-d))))


def J_closed(d):
    if d == 0:
        return 6 * float(mp.zeta(3))
    return d**2 * Li(1, d) + 4 * d * Li(2, d) + 6 * Li(3, d)


def J_quad(d, power=1.0):
    """Direct quadrature; power 1.5 describes a constant lifetime."""
    f = lambda y: y**power * mode_heat(y + d)
    return quad(f, 0, 5, epsabs=1e-11)[0] + quad(f, 5, 80, epsabs=1e-11)[0]


# --- closed form against quadrature
for d in (0.0, 0.1, 0.5, 1.0, 2.0, 4.0):
    assert abs(J_closed(d) - J_quad(d)) < 1e-8
J0, J1 = J_closed(0), J_closed(1.0)
R = J1 / J0

# --- rapidly converging sum at d = 1
terms = [np.exp(-n) * (1 / n + 4 / n**2 + 6 / n**3) for n in range(1, 7)]
assert 0 < J_quad(1.0) - sum(terms) < 1e-3


# --- small-gap series; the next term is of order d^8/(2e5)
def J_series(d):
    return (6 * float(mp.zeta(3)) - np.pi**2 * d / 3 + d**2 / 2
            - d**4 / 144 + d**6 / 7200)


for d in (0.1, 0.5, 1.0):
    assert abs(J_series(d) - J_quad(d)) < 1e-5 * d**8 + 1e-9

# --- each mode loses a larger fraction the higher its kinetic energy
y_grid = np.linspace(1e-3, 40, 2000)
mode_ratio = mode_heat(y_grid + 1) / mode_heat(y_grid)
assert np.all(np.diff(mode_ratio) < 0)
assert np.exp(-1) < mode_ratio[-1] and mode_ratio[0] < mode_heat(1.0)
assert np.exp(-1) < R < mode_heat(1.0)


# --- conductivity from the definition: three-dimensional sum over k
def kappa_formula(d):
    return mfp * kB * thermal**2 / (6 * np.pi**2 * hbar * D) * J_closed(d)


def kappa_k_sum(gap, n=72):
    k_max = 6.5 * np.sqrt(thermal / D)
    dk = k_max / n
    k = (np.arange(n) + 0.5) * dk
    kx, ky, kz = np.meshgrid(k, k, k, indexing="ij")
    k2 = kx**2 + ky**2 + kz**2
    energy = gap + D * k2
    vx = 2 * D * kx / hbar
    speed = 2 * D * np.sqrt(k2) / hbar
    dT = 1e-3 * T
    bose = lambda temp: 1 / np.expm1(energy / (kB * temp))
    dn_dT = (bose(T + dT) - bose(T - dT)) / (2 * dT)
    total = np.sum(energy * vx**2 / speed * mfp * dn_dT)
    return 8 * total * dk**3 / (2 * np.pi) ** 3


kappa0, kappa1 = kappa_formula(0), kappa_formula(1.0)
sum0, sum1 = kappa_k_sum(0.0), kappa_k_sum(thermal)
# tolerance: midpoint grid error from the |k| cusp at the origin
assert abs(sum0 / kappa0 - 1) < 1e-3
assert abs(sum1 / kappa1 - 1) < 1e-3


# --- conserved magnon number with blocked magnon current
def J_blocked(d):
    L0, L1 = Li(1, d), d * Li(1, d) + 2 * Li(2, d)
    return J_closed(d) - L1**2 / L0


def moment(d, p, shift=0.0):
    f = lambda x: (x - d) * (x - shift) ** p * mode_heat(x) / x**2
    return quad(f, d, d + 5)[0] + quad(f, d + 5, d + 80)[0]


mean_x = moment(1.0, 1) / moment(1.0, 0)
assert abs(moment(1.0, 2, mean_x) - J_blocked(1.0)) < 1e-7


# --- dipolar interaction, energies in kB T, wavevector in sqrt(kB T/D)
def dipolar_energy(q, cosine, d, m):
    a = d + q**2
    return np.sqrt(a * (a + m * (1 - cosine**2)))


def dipolar_speed(q, cosine, d, m):
    a, s2 = d + q**2, 1 - cosine**2
    en = dipolar_energy(q, cosine, d, m)
    radial = q * (2 * a + m * s2) / en
    polar = a * m * np.sqrt(s2) * cosine / (en * q)
    return np.hypot(radial, polar)


def J_dipolar(d, m, n):
    t, w = np.polynomial.legendre.leggauss(n)
    q, wq = 3.5 * (t + 1), 3.5 * w
    c, wc = 0.5 * (t + 1), 0.5 * w
    Q, C = np.meshgrid(q, c, indexing="ij")
    f = Q**2 * dipolar_speed(Q, C, d, m)
    f = f * mode_heat(dipolar_energy(Q, C, d, m))
    return wq @ f @ wc


m_dip = g_factor * muB * mu0_Ms / thermal
point, h = np.array([0.5, 0.3, 0.6]), 1e-5


def cartesian_energy(p):
    q = np.linalg.norm(p)
    return dipolar_energy(q, p[2] / q, 0.2, m_dip)


gradient = [(cartesian_energy(point + h * u) - cartesian_energy(point - h * u))
            / (2 * h) for u in np.eye(3)]
q_pt = np.linalg.norm(point)
assert abs(np.linalg.norm(gradient)
           - dipolar_speed(q_pt, point[2] / q_pt, 0.2, m_dip)) < 1e-7
assert abs(J_dipolar(0.0, 0.0, 200) - J0) < 1e-6
assert abs(J_dipolar(1.0, 0.0, 200) - J1) < 1e-6
dip0, dip1 = J_dipolar(0.0, m_dip, 240), J_dipolar(1.0, m_dip, 240)
assert abs(J_dipolar(0.0, m_dip, 120) / dip0 - 1) < 1e-4
assert abs(J_dipolar(1.0, m_dip, 120) / dip1 - 1) < 1e-4

# --- curvature of the band: isotropic cosine band of the same stiffness
alpha = lattice * np.sqrt(thermal / D)


def J_cosine(d, al):
    def f(q):
        en = d + 2 / al**2 * (1 - np.cos(al * q))
        return q**2 * 2 / al * np.sin(al * q) * mode_heat(en)
    return quad(f, 0, min(np.pi / al, 9.0), epsabs=1e-10, limit=200)[0]


assert abs(J_cosine(1.0, 0.01) - J1) < 1e-3
R_cosine = J_cosine(1.0, alpha) / J_cosine(0.0, alpha)

# --- phonons: three branches of equal speed and the same mean free path
kappa_ph = (2 * np.pi**2 / 15 * kB * thermal**3 * mfp
            / (hbar**3 * v_sound**2))
ph_integral = quad(lambda k: k**2 * mode_heat(hbar * v_sound * k * 1e8
                                              / thermal), 0, 60)[0] * 1e24
ph_direct = 3 * kB * v_sound * mfp / 3 * ph_integral / (2 * np.pi**2)
assert abs(ph_direct / kappa_ph - 1) < 1e-6
total_ratio = (kappa_ph + kappa1) / (kappa_ph + kappa0)

# --- energies where magnon (gap = kB T) and phonon branches cross
b = D * thermal / (hbar * v_sound) ** 2
crossings = np.sort(np.roots([b, -1.0, 1.0]))
assert np.all(np.isreal(crossings))

d_an = g_factor * muB * B_aniso / thermal
k_th = np.sqrt(thermal / D)

print("INPUTS (rough, yttrium iron garnet)")
print(f"temperature = {T:.1f} K")
print(f"stiffness D = {D_meV_nm2:.1f} meV nm^2")
print(f"mean free path = {mfp*1e6:.0f} um, g = {g_factor:.0f}")
print(f"mu0 Ms = {mu0_Ms:.2f} T, anisotropy field = {B_aniso:.2f} T")
print(f"lattice constant = {lattice*1e9:.2f} nm")
print(f"sound speed = {v_sound:.0f} m/s")
print("MAIN RESULT")
print(f"kB T = gap = {thermal/meV:.4f} meV")
print(f"field for gap = kB T: {thermal/(g_factor*muB):.3f} T")
print(f"thermal wavelength 2 pi/k_T = {2*np.pi/k_th*1e9:.1f} nm")
for n, term in enumerate(terms, 1):
    print(f"series term n={n}: {term:.6f}")
print(f"sum of six terms = {sum(terms):.6f}")
print(f"Li1, Li2, Li3 at 1/e = {Li(1,1):.6f}, {Li(2,1):.6f}, {Li(3,1):.6f}")
print(f"J(0) = {J0:.6f}")
print(f"J(1) closed form = {J1:.6f}, quadrature = {J_quad(1.0):.6f}")
print(f"J(1) small-gap series = {J_series(1.0):.6f}")
print(f"ratio R = {R:.5f}, reduction = {100*(1-R):.2f} %")
print(f"kappa gapless = {kappa0:.4f} W/(m K), k sum {sum0:.4f}")
print(f"kappa gapped  = {kappa1:.4f} W/(m K), k sum {sum1:.4f}")
print("RATIO AGAINST GAP/(kB T)")
for d in (0.1, 0.5, 1.0, 2.0, 4.0):
    print(f"d = {d:.1f}: R = {J_closed(d)/J0:.4f}")
print("MODE HEAT CAPACITY RATIO c(y+1)/c(y)")
print(f"y -> 0: {mode_heat(1.0):.4f}")
for y in (1.0, 3.0, 6.0):
    print(f"y = {y:.0f}: {mode_heat(y+1)/mode_heat(y):.4f}")
print(f"y -> infinity: {np.exp(-1):.4f}")
print("NEGLECTED EFFECTS AND OTHER ASSUMPTIONS")
print(f"R for constant lifetime = {J_quad(1.0,1.5)/J_quad(0.0,1.5):.4f}")
print(f"dipolar energy/(kB T) = {m_dip:.4f}")
print(f"dipolar J(0), J(1) = {dip0:.4f}, {dip1:.4f}")
print(f"R with dipolar interaction = {dip1/dip0:.4f}")
print(f"R with cosine band = {R_cosine:.4f}")
print(f"anisotropy gap/(kB T) = {d_an:.4f}")
print(f"J(anisotropy gap)/J(0) = {J_closed(d_an)/J0:.4f}")
print(f"blocked magnon current: J(1) becomes {J_blocked(1.0):.4f}")
print(f"blocked, at anisotropy gap: {J_blocked(d_an):.4f}")
print(f"phonon kappa = {kappa_ph:.4f} W/(m K)")
print(f"ratio of total kappa with phonons = {total_ratio:.4f}")
print(f"branch crossings at {crossings[0]:.2f}, {crossings[1]:.2f} kB T")
print("ALL CHECKS PASSED")
```

It prints:

```
INPUTS (rough, yttrium iron garnet)
temperature = 2.0 K
stiffness D = 5.3 meV nm^2
mean free path = 10 um, g = 2
mu0 Ms = 0.25 T, anisotropy field = 0.02 T
lattice constant = 1.24 nm
sound speed = 4200 m/s
MAIN RESULT
kB T = gap = 0.1723 meV
field for gap = kB T: 1.489 T
thermal wavelength 2 pi/k_T = 34.8 nm
series term n=1: 4.046674
series term n=2: 0.304504
series term n=3: 0.049787
series term n=4: 0.010875
series term n=5: 0.002749
series term n=6: 0.000757
sum of six terms = 4.415347
Li1, Li2, Li3 at 1/e = 0.458675, 0.408754, 0.386995
J(0) = 7.212341
J(1) closed form = 4.415665, quadrature = 4.415665
J(1) small-gap series = 4.415668
ratio R = 0.61224, reduction = 38.78 %
kappa gapless = 0.1432 W/(m K), k sum 0.1432
kappa gapped  = 0.0877 W/(m K), k sum 0.0877
RATIO AGAINST GAP/(kB T)
d = 0.1: R = 0.9551
d = 0.5: R = 0.7892
d = 1.0: R = 0.6122
d = 2.0: R = 0.3507
d = 4.0: R = 0.0971
MODE HEAT CAPACITY RATIO c(y+1)/c(y)
y -> 0: 0.9207
y = 1: 0.7864
y = 3: 0.6127
y = 6: 0.4992
y -> infinity: 0.3679
NEGLECTED EFFECTS AND OTHER ASSUMPTIONS
R for constant lifetime = 0.5824
dipolar energy/(kB T) = 0.1679
dipolar J(0), J(1) = 7.0388, 4.2916
R with dipolar interaction = 0.6097
R with cosine band = 0.6114
anisotropy gap/(kB T) = 0.0134
J(anisotropy gap)/J(0) = 0.9939
blocked magnon current: J(1) becomes 0.8649
blocked, at anisotropy gap: 4.7885
phonon kappa = 0.1849 W/(m K)
ratio of total kappa with phonons = 0.8308
branch crossings at 1.16, 7.21 kB T
ALL CHECKS PASSED
```
